\section*{How Dense a k Mesh Gives Silicon a Smooth Absorption Continuum?}

\section*{Question}

The absorption continuum of silicon is computed from electron--hole pairs on a uniform $N\times N\times N$ mesh of wave vectors, and each discrete transition is given a Lorentzian half width $\eta=0.1$ eV. How large is the false structure left by the mesh, how does it scale with $N$ and $\eta$, and which $N$ makes the continuum smooth?

\section*{Answer in brief}

Compare $\eta$ with the energy step $\delta=g\,\Delta k$, where $g$ is a typical gradient of the transition energy and $\Delta k$ the spacing of the mesh planes. Requiring $\delta\le\eta$ gives $N\approx 90$ for silicon, and $\delta\le2\eta$ gives $N\approx 50$. Both are cautious. In a direct calculation with free pairs, the rms mesh error was 12\,\% at $N=20$ and 4\,\% at $N=30$, where $\delta\approx3\eta$. If an rms error of 5\,\% counts as smooth, a mesh of about $30\times30\times30$ is enough in this model. One false maximum, near 3.5 eV, still remains at $N=30$; it is gone at $N=40$.

\section*{The spectrum and its gradient}

Let $E_{cv}(\mathbf k)$ be the energy of conduction band $c$ minus that of valence band $v$. A vector potential $A_0\cos\omega t$ along $x$ couples the bands with amplitude $eA_0p_x/(2m)$. With two spins, the golden rule gives the absorbed power per volume; setting it equal to $\tfrac12\varepsilon_0\omega\varepsilon_2(\omega A_0)^2$ gives
\begin{align}
\tfrac12\varepsilon_0\omega^3A_0^2\,\varepsilon_2
&=\frac{2\hbar\omega}{\Omega}\,\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4m^2}
\sum_{cv\mathbf k}w_{\mathbf k}|p_x|^2\,\delta_{\rm D}(E_{cv}-\hbar\omega),\\
\varepsilon_2&=\frac{2\pi e^2}{\varepsilon_0m^2\omega^2\Omega}
\sum_{cv\mathbf k}w_{\mathbf k}|p_x|^2\,\delta_{\rm D}(E_{cv}-\hbar\omega).
\end{align}
Here $\delta_{\rm D}$ is the Dirac function, $\Omega=a^3/4$ the cell volume, $a$ the cubic lattice constant, and the weights $w_{\mathbf k}$ add to one. Cubic symmetry replaces $|p_x|^2$ by $\hbar^2|\mathbf q_{cv}|^2/3$, where $\hbar\mathbf q_{cv}$ is the momentum matrix element. On the energy shell $\omega=E_{cv}/\hbar$. Broadening then gives
\begin{equation}
\varepsilon_2(E)=\operatorname{Im}\chi_0(E),\qquad
\chi_0(E)=\sum_i\frac{f_i}{E_i-E-i\eta},\qquad
f_i=\frac{2e^2}{\varepsilon_0\Omega}\left(\frac{\hbar^2}{m}\right)^2
\frac{w_i|\mathbf q_i|^2}{3E_i^2},
\end{equation}
where $i$ stands for $(c,v,\mathbf k)$. The antiresonant terms are left out. Since $\operatorname{Im}(E_i-E-i\eta)^{-1}=\pi\mathcal L_\eta(E-E_i)$, each transition carries the normalized line
\begin{equation}
\mathcal L_\eta(E)=\frac1\pi\,\frac{\eta}{E^2+\eta^2}.
\end{equation}
Thus $\eta$ is the half width at half maximum. If 0.1 eV is meant as the full width, then $\eta=0.05$ eV and the $N$ set by a fixed $\delta/\eta$ doubles.

For a local crystal potential, the Hamiltonian acting on the periodic part of a Bloch state is $H_{\mathbf k}=\hbar^2(\mathbf k-i\nabla)^2/(2m)+V$. For a normalized nondegenerate state, the terms from the change of the state cancel, so $\nabla_{\mathbf k}E=\langle\nabla_{\mathbf k}H_{\mathbf k}\rangle$. With $\mathbf q=\mathbf k-i\nabla$,
\begin{equation}
\nabla_{\mathbf k}E_{cv}=\frac{\hbar^2}{m}
\bigl(\langle c|\mathbf q|c\rangle-\langle v|\mathbf q|v\rangle\bigr).
\end{equation}
This is $\hbar$ times the relative velocity of electron and hole. I take $g$ as the mean of $|\nabla_{\mathbf k}E_{cv}|$, weighted by $f_i$, over transitions between 3.2 and 5.2 eV.

\section*{The energy step of the mesh}

The mesh points are $\mathbf k=\sum_jn_j\mathbf b_j/N$, with integers $n_j$ and reciprocal vectors $\mathbf b_j$. For a direct lattice vector $\mathbf R=\sum_jm_j\mathbf a_j$, the relation $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ gives
\begin{equation}
\mathbf R\cdot\mathbf k=\frac{2\pi}{N}\sum_jm_jn_j .
\end{equation}
If the $m_j$ have no common divisor, the sum takes every integer value. The mesh therefore lies on planes normal to $\mathbf R$, separated by $2\pi/(N|\mathbf R|)$. The shortest $\mathbf R$ gives the widest separation. In the face-centred cubic lattice $|\mathbf R|_{\min}=a/\sqrt2$, so
\begin{equation}
\Delta k=\frac{2\sqrt2\,\pi}{aN},\qquad
\delta=g\,\Delta k=\frac{2\sqrt2\,\pi g}{aN}.
\end{equation}
When the gradient is normal to these planes, all points of one plane share one energy and the levels form a ladder of step $\delta$. This is the least favourable alignment. For a tilted gradient, points of one plane have different energies and fill the gaps.

\section*{How large is the ripple of a ladder?}

Consider equal lines at energies $n\delta$, scaled to unit mean:
\begin{equation}
S(E)=\delta\sum_{n=-\infty}^{\infty}\mathcal L_\eta(E-n\delta).
\end{equation}
$S$ has period $\delta$. In its Fourier coefficients the sum over $n$ joins the integrals over single periods into one integral over the whole axis:
\begin{equation}
c_m=\int_{-\infty}^{\infty}\mathcal L_\eta(E)\,e^{-2\pi imE/\delta}\,dE
=e^{-|m|x},\qquad x=\frac{2\pi\eta}{\delta}.
\end{equation}
With $\theta=2\pi E/\delta$, the geometric series gives
\begin{equation}
S=1+2\sum_{m\ge1}e^{-mx}\cos m\theta
=\frac{1-e^{-2x}}{1-2e^{-x}\cos\theta+e^{-2x}}
=\frac{\sinh x}{\cosh x-\cos\theta}.
\end{equation}
The maximum, at $\theta=0$, is $\coth(x/2)$, and the minimum, at $\theta=\pi$, is $\tanh(x/2)$. Half their difference is
\begin{equation}
\frac12\,\frac{\cosh^2(x/2)-\sinh^2(x/2)}{\sinh(x/2)\cosh(x/2)}
=\frac1{\sinh x}.
\end{equation}
Each cosine has mean square $1/2$, so the squared rms ripple is
\begin{equation}
2\sum_{m\ge1}e^{-2mx}=\frac{2e^{-2x}}{1-e^{-2x}}=\coth x-1 .
\end{equation}
For large $x$ the rms ripple is $\sqrt2\,e^{-x}$. At $\delta=\eta$ it is 0.26\,\% of the mean, and at $\delta=2\eta$ it is 6.1\,\%. Explicit sums of Lorentzians agree with these formulas. Doubling the step thus turns a negligible ripple into a visible one.

The exponent has a simple meaning. Put $\ell=Na/\sqrt2$, the shortest repeat length of the pair separation on this mesh. Then $\delta=2\pi g/\ell$ and $x=\eta\ell/g$. Electron and hole separate at speed $g/\hbar$ while their coherence decays as $e^{-\eta t/\hbar}$. After the time $\hbar\ell/g$ needed to reach the periodic image, the factor $e^{-x}$ remains. The mesh is fine enough when the pair loses coherence before it meets its image.

\section*{The estimate for silicon}

The bands come from the Cohen--Bergstresser local empirical pseudopotential with $a=0.543$ nm, 59 plane waves, four valence bands and six conduction bands. The weighted mean gradient on a $60\times60\times60$ mesh is $g=5.64$ eV\,\AA. Since $N\Delta k=1.636$ \AA$^{-1}$,
\begin{equation}
N_{\delta=\eta}=\frac{5.637\times1.6364}{0.10}=92.2\;\to\;93,\qquad
N_{\delta=2\eta}=46.1\;\to\;47 .
\end{equation}

These numbers deserve one significant figure, or two at most. On a $20\times20\times20$ mesh the mean gradient is 5.23 eV\,\AA, about 7\,\% lower. Raising the basis to 137 plane waves on that mesh changes it by 1\,\%. The spread within the spectrum matters more: one tenth of the absorption strength in the window has a gradient above 10.1 eV\,\AA. Applying $\delta\le\eta$ at that value would ask for $N=165$. The mean gradient therefore gives a scale and no strict bound.

Two checks support the input. At a general wave vector, the gradient formula and finite differences both give 3.4925 eV\,\AA. With all bands of the basis included, the oscillator strengths add to 8.009 electrons per cell, against the eight valence electrons.

\section*{What the full spectrum shows}

The error below is the rms difference in $\varepsilon_2$ between 3.2 and 5.2 eV, divided by the rms value of the $N=60$ spectrum in the same window. All meshes contain $\Gamma$, and $\eta=0.1$ eV throughout.

\begin{center}
\begin{tabular}{rccc}
$N$ & $\delta$ (eV) & error (\%) & ladder rms (\%)\\
10 & 0.92 & 37 & 83\\
15 & 0.61 & 16 & 55\\
20 & 0.46 & 12 & 37\\
30 & 0.31 & 3.7 & 18
\end{tabular}
\end{center}

The error passes 5\,\% between $N=20$ and $N=30$. A small rms error does not exclude false peaks: at $N=30$ the largest deviation is about 5\,\% of the main peak, and the spectrum has a local maximum near 3.54 eV that is absent at $N=40$ and $N=60$ (with 137 plane waves it lies near 3.50 eV). The $N=30$ spectrum also lacks a local maximum near 5.15 eV that appears at $N=60$. At $N=47$ the rms error is 1.3\,\%, well under the 6.1\,\% of a ladder with $\delta=2\eta$. At $N=93$ the difference is 0.6\,\%, but there the reference is the coarser of the two meshes, so this number does not measure the error of the finer one. It does show how far the reference can be trusted. By the triangle inequality for rms differences, measuring the $N=30$ spectrum against $N=93$ instead would change its 3.7\,\% by at most about 0.6 percentage points.

\section*{Why a curved energy surface helps}

The ladder assumes that one flat energy surface lies along the mesh planes. The opposite limit is a spherical surface. For any function $h(\mathbf k)$ periodic in the reciprocal lattice, write $h=\sum_{\mathbf R}h_{\mathbf R}e^{-i\mathbf R\cdot\mathbf k}$. The mesh average of $e^{-i\mathbf R\cdot\mathbf k}$ is one if $\mathbf R$ is $N$ times a lattice vector and zero otherwise. Hence
\begin{equation}
\frac1{N^3}\sum_{\mathbf k}h(\mathbf k)
=\sum_{\mathbf R}\int\frac{d^3k}{V_{\rm BZ}}\,h(\mathbf k)\,e^{iN\mathbf R\cdot\mathbf k}.
\end{equation}
The term $\mathbf R=0$ is the converged integral and the others are mesh error.

Take $h=\mathcal L_\eta(E-E_{cv})$ with $E_{cv}=E_0+g(k-k_0)$ around a sphere inside the zone, and constant matrix elements. Let $k_E$ be the radius at which $E_{cv}=E$, with $\eta/g\ll k_E$. The angular average of $e^{iN\mathbf R\cdot\mathbf k}$ is $\sin(k\ell)/(k\ell)$ for $N|\mathbf R|=\ell$. Smooth powers of $k$ may be taken at $k_E$, and the Lorentzian integral of the oscillating factor supplies $e^{-\eta\ell/g}$:
\begin{equation}
\int\frac{4\pi k^2dk}{V_{\rm BZ}}\,\frac{\sin k\ell}{k\ell}\,\mathcal L_\eta
\simeq\frac{4\pi k_E^2}{V_{\rm BZ}\,g}\,\frac{\sin k_E\ell}{k_E\ell}\,e^{-x}.
\end{equation}
The factor $4\pi k_E^2/(V_{\rm BZ}g)$ is the converged value. There are twelve shortest lattice vectors, so the leading relative error is
\begin{equation}
\frac{12}{k_E\ell}\,\sin(k_E\ell)\,e^{-x}.
\end{equation}
Its rms over the phase is $12e^{-x}/(\sqrt2\,k_E\ell)$, which is $6/(k_E\ell)$ times the ladder result $\sqrt2\,e^{-x}$.

For $N=30$, $\ell=30\times5.43/\sqrt2=115$ \AA. With an illustrative radius $k_E=1$ \AA$^{-1}$, the factor is $6/115=0.05$, and the ladder's 18\,\% falls to about 1\,\%. This radius is the largest the model admits, since such a sphere just reaches the zone faces at L; a radius half as large doubles the factor. The computed 3.7\,\% lies between the two limits. It is plausible, though not shown here, that silicon lies between them because its energy surfaces have both flat and curved parts and its gradients vary.

In the spherical limit, the same prefactor corrects the simple scaling $N\propto g/\eta$. Doubling both $N$ and the lifetime $\hbar/\eta$ keeps $\delta/\eta$ fixed, yet the spherical error halves because $\ell$ doubles. In silicon the error is 8.8\,\% at $N=15$ with $\eta=0.2$ eV, and 3.7\,\% at $N=30$ with $\eta=0.1$ eV, a ratio of 2.4. Starting from other meshes between $N=10$ and $N=20$ gives ratios from 2.0 to 3.2, so the spherical factor of two is only a guide. At fixed $N=15$, reducing $\eta$ from 0.2 to 0.1 eV raises the error from 8.8 to 16\,\%.

\section*{Does the electron--hole attraction change the estimate?}

The Bethe--Salpeter equation adds an interaction between the pairs. A separable attraction shows what this can do to the levels. Let $D$ be the diagonal matrix of the pair energies $E_i$, let $u_i=\sqrt{f_i}$, and take $H=D-J\,uu^{T}$ with $J>0$. An eigenvector $v$ with eigenvalue $\lambda$ obeys $(E_i-\lambda)v_i=Ju_i(u\cdot v)$. Dividing by $E_i-\lambda$, multiplying by $u_i$ and summing gives
\begin{equation}
1=J\sum_i\frac{u_i^2}{E_i-\lambda}.
\end{equation}
For distinct $E_i$ and nonzero $u_i$, the right side rises from $-\infty$ to $+\infty$ between neighbouring free energies. Each gap therefore holds one root, and one more root lies below the lowest $E_i$. The attraction moves levels within the gaps but does not make the ladder denser.

For the spectrum, solve $(H-z)y=u$ with $z=E+i\eta$. Then $y=(1+J\,u\cdot y)(D-z)^{-1}u$. The response $\chi=u\cdot y$ satisfies $\chi=(1+J\chi)\chi_0$, so
\begin{equation}
\chi=\frac{\chi_0}{1-J\chi_0},\qquad
\chi_N-\chi_{\rm ref}=
\frac{\chi_{0,N}-\chi_{0,\rm ref}}{(1-J\chi_{0,N})(1-J\chi_{0,\rm ref})}.
\end{equation}
The second relation follows over a common denominator, where the products $J\chi_{0,N}\chi_{0,\rm ref}$ cancel. Mesh errors grow where $J\chi_0$ approaches one. For the chosen $J=0.01$, the largest amplification, $|1-J\chi_{0,\rm ref}|^{-2}$, is 1.7. The rms difference between $N=93$ and $N=60$ is 0.5\,\% with the attraction, against 0.6\,\% without it.

A screened Coulomb interaction is not separable, and its long range needs a convergence study of its own. A hydrogen-like exciton with rough permittivity 12 and reduced mass $0.15\,m_e$ has a radius of 4.2 nm and a binding energy of 14 meV. The radius is smaller than the 11.5 nm repeat length at $N=30$, but about 42\,\% of the ground-state density would lie outside the Wigner--Seitz cell of the repeat lattice, so this mesh does not contain the exciton. Its binding energy is in any case hidden by $\eta$. To resolve that exciton, with a much smaller $\eta$, is a different and harder task.

\section*{Silicon in practice}

The model gives an indirect gap of 0.83 eV, below the roughly 1.1 eV of real silicon, and a direct gap of 3.40 eV at $\Gamma$. Its free-pair $\varepsilon_2$ peaks at 42 near 4.3 eV. These values belong to the basis of 59 plane waves. With 283 plane waves the direct gap is about 0.025 eV larger and the indirect gap about 0.007 eV smaller; with 137 plane waves the peak, compared at $N=20$, is about 1.4\,\% lower. The mesh errors depend on the basis too: with 137 plane waves the rms differences of $N=15$ and $N=20$ from $N=30$ move by about half a percentage point. Phonon-assisted absorption, which real silicon shows below the direct edge, is absent. A rough spin--orbit splitting of 0.04 eV is 0.4 of $\eta$, so it could alter the line shape slightly. Stretching all band energies by 10\,\%, a simple stand-in for quasiparticle corrections, raises the $\delta=\eta$ estimate from 93 to 102 if the energy window is stretched with them. In the fixed window from 3.2 to 5.2 eV other transitions enter, and the estimate is 94. Besides the free-pair treatment, a single $\eta$ for all transitions is open to doubt, since real lifetimes depend on energy and temperature. Where the true half width is 0.05 eV, the $\delta=\eta$ estimate doubles to about 185.

Cost decides how the estimate is used. With $4\times6$ band pairs, the full complex matrix at $N=93$ has dimension $1.9\times10^7$ and would fill about 6000 TB. Storage scales as $N^6$, so $N=30$ needs $6000\times(30/93)^6\approx7$ TB. Even the sufficient mesh is heavy for a stored matrix, which favours fewer bands, methods that do not store the matrix, or interpolation of the pair energies from a coarser mesh.

For this window, a $\Gamma$-centred mesh, $\eta=0.1$ eV and a 5\,\% rms tolerance, $\delta\lesssim3\eta$ is a workable starting point. The factor 3 is calibrated on free pairs in this silicon model and does not carry over to other widths. At $\eta=0.2$ eV the same ratio leaves an error of 8.8\,\%, and 5\,\% is reached only near $\delta=2.2\eta$. Another material, or a stronger attraction, calls for a comparison of two meshes. The numerical output below lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 0.543 nm
Lorentzian half width eta = 0.10 eV
energy window = 3.2 to 5.2 eV
plane waves = 59, larger set = 137
hbar^2/m = 7.6200 eV angstrom^2
indirect gap on reference mesh = 0.828 eV
direct gap at Gamma = 3.399 eV
Gamma gap shift, larger set = 0.021 eV
gradient at test k, formula = 3.49247 eV angstrom
gradient at test k, differences = 3.49247 eV angstrom
f-sum = 8.009 electrons per cell
mean gradient g, N=60 = 5.637 eV angstrom
90th percentile of gradient = 10.052 eV angstrom
mean gradient, N=20 = 5.231 eV angstrom
mean gradient, N=20, larger set = 5.276 eV angstrom
plane spacing times N = 1.6364 1/angstrom
N for step = eta: 93
N for step = 2 eta: 47
N for step = eta at 90th percentile: 165
ladder, step/eta=1: half swing 0.373 %, rms 0.264 %
ladder, step/eta=2: half swing 8.659 %, rms 6.117 %
N=10: step 0.922 eV, rms error 36.79 %, ladder rms 82.97 %
N=12: step 0.769 eV, rms error 23.87 %, ladder rms 69.60 %
N=15: step 0.615 eV, rms error 15.92 %, ladder rms 54.57 %
N=20: step 0.461 eV, rms error 11.95 %, ladder rms 37.46 %
N=30: step 0.307 eV, rms error 3.70 %, ladder rms 18.48 %
rms error at N=47 (step 2 eta) = 1.26 %
rms error at N=93 (step eta) = 0.63 %
largest deviation at N=93 = 0.89 % of peak
rms error at N=15, half width 0.2 eV = 8.82 %
reference epsilon2 peak = 42.14 at 4.26 eV
model attraction J = 0.010 (dimensionless)
largest error amplification by J = 1.72
rms error with attraction, N=93 = 0.52 %
rough inputs: permittivity 12, reduced mass 0.15 m_e
rough exciton binding = 14 meV
rough exciton radius = 4.2 nm
repeat length of N=93 mesh = 35.7 nm
rough spin-orbit splitting / eta = 0.40
thermal energy at 300 K = 0.0259 eV
N after 10 % band stretching = 102
pair-matrix dimension, 4 x 6 bands = 1.930e+07
complex pair-matrix memory = 5962.7 TB
\end{verbatim}
